# Solving a Random Resistor Network and Checking Its Current and Power: a program that tests the result

```python
"""
Result under test: for a resistor network with current I injected at a source
and removed at a ground node (potential zero), the grounded Laplacian A gives
the potentials through A v = I e_source, once floating clusters are removed.
The solution conserves current at every node, and the source power I*v_source
equals the Joule heat sum g*(potential drop)^2.

Symbols: tail, head = end nodes of each bond; g = bond conductance (uS);
v = node potential (V); current in uA; power in uW; resistance in Mohm.
Random bonds: g = g0*exp(-E/kT), with E uniform between 0 and a maximum.
"""
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu

SOURCE, GROUND = 0, 1
TEMPERATURE = 300.0          # K
BARRIER_MAX = 200.0          # meV
G0 = 1.0                     # uS
THERMAL = 1e3 * constants.k * TEMPERATURE / constants.e   # kT in meV


def make_network(size, p_bond, barrier_max, rng):
    """Square lattice between two electrodes; cut labels horizontal bonds."""
    site = 2 + np.arange(size * size).reshape(size, size)
    row = np.hstack([np.full((size, 1), SOURCE), site,
                     np.full((size, 1), GROUND)])
    tail = np.concatenate([row[:, :-1].ravel(), site[:-1].ravel()])
    head = np.concatenate([row[:, 1:].ravel(), site[1:].ravel()])
    cut = np.concatenate([np.tile(np.arange(size + 1), size),
                          np.full(size * (size - 1), -1)])
    present = rng.random(tail.size) < p_bond
    barrier = barrier_max * rng.random(tail.size)
    g = G0 * np.exp(-barrier / THERMAL)
    return (size * size + 2, tail[present], head[present],
            g[present], cut[present])


def laplacian(n, tail, head, g):
    rows = np.concatenate([tail, head, tail, head])
    cols = np.concatenate([tail, head, head, tail])
    vals = np.concatenate([g, g, -g, -g])
    return coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsr()


def components(n, tail, head):
    graph = coo_matrix((np.ones(tail.size), (tail, head)), shape=(n, n))
    return connected_components(graph, directed=False)


def grounded_system(n, tail, head, g, current):
    """Matrix and right side on the cluster that holds both electrodes."""
    label = components(n, tail, head)[1]
    if label[SOURCE] != label[GROUND]:
        raise ValueError("no conducting path between the electrodes")
    unknown = np.flatnonzero(label == label[GROUND])
    unknown = unknown[unknown != GROUND]
    matrix = laplacian(n, tail, head, g)[unknown][:, unknown].tocsc()
    return matrix, np.where(unknown == SOURCE, current, 0.0), unknown


def solve(n, tail, head, g, current):
    matrix, rhs, unknown = grounded_system(n, tail, head, g, current)
    v = np.zeros(n)          # ground and floating nodes stay at zero
    v[unknown] = splu(matrix).solve(rhs)
    return v


def bond_currents(v, tail, head, g):
    return g * (v[tail] - v[head])


def net_outflow(n, tail, head, flow):
    return (np.bincount(tail, flow, minlength=n)
            - np.bincount(head, flow, minlength=n))


def joule_power(v, tail, head, g):
    return np.sum(g * (v[tail] - v[head])**2)


def resistance_from_branch_currents(n, tail, head, g):
    """Minimum heat over all conserved unit flows; no node potentials used."""
    label = components(n, tail, head)[1]
    live = label[tail] == label[GROUND]
    t, h, r = tail[live], head[live], 1.0 / g[live]
    nodes = np.flatnonzero(label == label[GROUND])
    nodes = nodes[nodes != GROUND]
    incidence = np.zeros((n, t.size))
    incidence[t, np.arange(t.size)] += 1.0
    incidence[h, np.arange(t.size)] -= 1.0
    incidence = incidence[nodes]
    inject = (nodes == SOURCE).astype(float)
    flow = np.linalg.lstsq(incidence, inject, rcond=None)[0]
    loops = null_space(incidence)
    if loops.shape[1] > 0:
        loop_matrix = loops.T @ (r[:, None] * loops)
        flow = flow - loops @ np.linalg.solve(loop_matrix,
                                              loops.T @ (r * flow))
    return np.sum(r * flow**2)


def conjugate_gradients(matrix, rhs, steps):
    x, res = np.zeros_like(rhs), rhs.copy()
    direction, rr = res.copy(), res @ res
    for _ in range(steps):
        image = matrix @ direction
        alpha = rr / (direction @ image)
        x = x + alpha * direction
        res = res - alpha * image
        rr_new = res @ res
        direction = res + (rr_new / rr) * direction
        rr = rr_new
    return x


# ---- Unbalanced bridge: nodes source, ground, a, b ----
bt, bh = np.array([0, 0, 2, 2, 3]), np.array([2, 3, 3, 1, 1])
bg, b_current = np.array([1.0, 2.0, 1.0, 2.0, 1.0]), 7.0
bv = solve(4, bt, bh, bg, b_current)
bi = bond_currents(bv, bt, bh, bg)
b_res = bv[SOURCE] / b_current
assert abs(b_res - resistance_from_branch_currents(4, bt, bh, bg)) < 1e-12
b_joule = joule_power(bv, bt, bh, bg)
assert abs(b_joule - b_current * bv[SOURCE]) < 1e-11
print("BRIDGE")
for name, gg, ii in zip(["s-a", "s-b", "a-b", "a-t", "b-t"], bg, bi):
    print(f"bond {name}: g = {gg:.0f} uS, current = {ii:.4f} uA")
print(f"injected current = {b_current:.4f} uA")
print(f"v_s, v_a, v_b = {bv[0]:.4f}, {bv[2]:.4f}, {bv[3]:.4f} V")
print(f"resistance = {b_res:.6f} Mohm")
print(f"source power = {b_current * bv[0]:.4f} uW")
print(f"Joule power = {b_joule:.4f} uW")

# ---- Small random networks: nullity, solvability, resistance ----
trials, small_size, small_p = 40, 5, 0.55
spanning = blocked = with_floating = 0
worst_small = 0.0
for seed in range(trials):
    n, t, h, g, _ = make_network(small_size, small_p, BARRIER_MAX,
                                 np.random.default_rng(seed))
    count, label = components(n, t, h)
    keep = np.arange(n) != GROUND
    eig = np.linalg.eigvalsh(laplacian(n, t, h, g).toarray()[keep][:, keep])
    assert eig.min() > -1e-12
    assert np.sum(eig < 1e-10) == count - 1
    if label[SOURCE] == label[GROUND]:
        spanning += 1
        with_floating += int(count > 1)
        r_node = solve(n, t, h, g, 1.0)[SOURCE]
        r_branch = resistance_from_branch_currents(n, t, h, g)
        worst_small = max(worst_small, abs(r_node / r_branch - 1))
    else:
        blocked += 1
        refused = False
        try:
            solve(n, t, h, g, 1.0)
        except ValueError:
            refused = True
        assert refused
assert spanning > 0 and blocked > 0 and with_floating > 0
assert worst_small < 1e-8
print("SMALL RANDOM NETWORKS")
print(f"networks = {trials}, sites per side = {small_size}, "
      f"bond probability = {small_p}")
print(f"connected = {spanning}, not connected = {blocked}")
print(f"connected ones with floating clusters = {with_floating}")
print(f"largest relative resistance difference = {worst_small:.1e}")

# ---- Main network ----
size, p_bond, applied = 40, 0.7, 0.010      # applied voltage in V
n, t, h, g, _ = make_network(size, 1.1, 0.0, np.random.default_rng(0))
r_uniform = solve(n, t, h, g, 1.0)[SOURCE]
assert abs(r_uniform - (size + 1) / (size * G0)) < 1e-10

n, t, h, g, cut = make_network(size, p_bond, BARRIER_MAX,
                               np.random.default_rng(2024))
matrix, rhs, unknown = grounded_system(n, t, h, g, 1.0)
floating = n - 1 - unknown.size
assert floating > 0
resistance = solve(n, t, h, g, 1.0)[SOURCE]
current = applied / resistance
v = solve(n, t, h, g, current)
flow = bond_currents(v, t, h, g)
injected = np.zeros(n)
injected[SOURCE], injected[GROUND] = current, -current
outflow = net_outflow(n, t, h, flow)
imbalance = np.abs(injected - outflow) / current
horizontal = cut >= 0
cut_flow = np.bincount(cut[horizontal], flow[horizontal], minlength=size + 1)
cut_error = np.max(np.abs(cut_flow / current - 1))
heat = flow**2 / g
source_power, joule = current * v[SOURCE], heat.sum()
power_error = abs(joule / source_power - 1)
assert imbalance.max() < 1e-9 and cut_error < 1e-9 and power_error < 1e-9
assert v.min() > -1e-12 and v.max() < applied * (1 + 1e-9)

# Dangling end sites carry no current.
degree = np.bincount(t, minlength=n) + np.bincount(h, minlength=n)
end_site = (degree == 1) & (np.arange(n) > GROUND)
end_bond = end_site[t] | end_site[h]
assert end_bond.any() and np.max(np.abs(flow[end_bond])) < 1e-9 * current

# Heat concentration and sensitivity of the resistance to the hottest bond.
ordered = np.sort(heat)[::-1]
half_count = int(np.searchsorted(np.cumsum(ordered), 0.5 * joule)) + 1
hot = int(np.argmax(heat))
hot_share = heat[hot] / joule
step, log_r = 1e-3, []
for sign in (1, -1):
    changed = g.copy()
    changed[hot] *= np.exp(-sign * step)    # raises, then lowers, r
    log_r.append(np.log(solve(n, t, h, changed, 1.0)[SOURCE]))
sensitivity = (log_r[0] - log_r[1]) / (2 * step)
assert abs(sensitivity / hot_share - 1) < 1e-5

# Ohmic regime: symmetric hopping bond, current proportional to sinh(x).
max_drop = np.max(np.abs(v[t] - v[h])) * 1e3            # mV
assert max_drop <= applied * 1e3 * (1 + 1e-9)
x = max_drop / (2 * THERMAL)
nonlinear = np.sinh(x) / x - 1

# Power mismatch of arbitrary trial potentials equals potential times residual.
trial = np.random.default_rng(5).random(n)
trial[GROUND] = 0.0
trial_out = net_outflow(n, t, h, bond_currents(trial, t, h, g))
unit = np.zeros(n)
unit[SOURCE] = 1.0
mismatch = trial[SOURCE] - joule_power(trial, t, h, g)
assert abs(mismatch - trial @ (unit - trial_out)) < 1e-9 * abs(mismatch)

# Unconverged conjugate gradients at an injected current of 1 uA.
cg_steps = 20
w = np.zeros(n)
w[unknown] = conjugate_gradients(matrix, rhs, cg_steps)
w_out = net_outflow(n, t, h, bond_currents(w, t, h, g))
w_joule = joule_power(w, t, h, g)
w_power_error = abs(w_joule / w[SOURCE] - 1)
w_ground = -w_out[GROUND]
w_lost = np.sum((unit - w_out)[unknown])
exact_unit = solve(n, t, h, g, 1.0)
error_energy = joule_power(exact_unit - w, t, h, g)
assert w_power_error < 1e-9
assert abs(w_ground) < 1e-14 and abs(w_lost - 1) < 1e-9
assert w[SOURCE] < resistance
assert abs(resistance - w[SOURCE] - error_energy) < 1e-8 * resistance

print("MAIN NETWORK")
print(f"sites per side = {size}, bond probability = {p_bond}")
print(f"g0 = {G0:.1f} uS, largest barrier = {BARRIER_MAX:.0f} meV")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {THERMAL:.3f} meV")
print(f"uniform full lattice, g = g0: R = {r_uniform:.6f} Mohm")
print(f"bonds present = {g.size}")
print(f"bond conductance range = {g.min():.3e} to {g.max():.3e} uS")
print(f"floating nodes removed = {floating}")
print(f"unknown potentials = {unknown.size}")
print(f"stored matrix entries = {matrix.nnz}")
print(f"filled fraction of matrix = {matrix.nnz / unknown.size**2:.2e}")
print(f"applied voltage = {applied * 1e3:.1f} mV")
print(f"resistance = {resistance:.4f} Mohm")
print(f"current = {current * 1e6:.4f} pA")
print(f"current arriving at ground = {-outflow[GROUND] * 1e6:.4f} pA")
print(f"source power = {source_power * 1e6:.6f} pW")
print(f"Joule power = {joule * 1e6:.6f} pW")
print(f"largest node imbalance / current = {imbalance.max():.1e}")
print(f"largest relative error over {size + 1} cuts = {cut_error:.1e}")
print(f"relative power mismatch = {power_error:.1e}")
print(f"dangling end sites = {end_site.sum()}")
print(f"bonds giving half the heat = {half_count} "
      f"({100 * half_count / g.size:.2f} % of bonds)")
print(f"heat share of hottest bond = {100 * hot_share:.4f} %")
print(f"dlnR/dlnr of that bond = {sensitivity:.6f}")
print(f"largest bond drop = {max_drop:.4f} mV")
print(f"sinh correction at that drop = {100 * nonlinear:.4f} %")
print("UNCONVERGED CONJUGATE GRADIENTS, 1 uA INJECTED")
print(f"iterations = {cg_steps}")
print(f"source power = {w[SOURCE]:.6f} uW, Joule = {w_joule:.6f} uW")
print(f"relative power mismatch = {w_power_error:.1e}")
print(f"current arriving at ground = {abs(w_ground):.4f} uA")
print(f"current missing at the other nodes = {w_lost:.4f} uA")
print(f"resistance estimate = {w[SOURCE]:.4f} Mohm")
print(f"heat of the error potentials = {error_energy:.4f} uW")
print("verified")
```

Printed output:

```
BRIDGE
bond s-a: g = 1 uS, current = 3.0000 uA
bond s-b: g = 2 uS, current = 4.0000 uA
bond a-b: g = 1 uS, current = -1.0000 uA
bond a-t: g = 2 uS, current = 4.0000 uA
bond b-t: g = 1 uS, current = 3.0000 uA
injected current = 7.0000 uA
v_s, v_a, v_b = 5.0000, 2.0000, 3.0000 V
resistance = 0.714286 Mohm
source power = 35.0000 uW
Joule power = 35.0000 uW
SMALL RANDOM NETWORKS
networks = 40, sites per side = 5, bond probability = 0.55
connected = 24, not connected = 16
connected ones with floating clusters = 17
largest relative resistance difference = 3.9e-13
MAIN NETWORK
sites per side = 40, bond probability = 0.7
g0 = 1.0 uS, largest barrier = 200 meV
temperature = 300 K, kT = 25.852 meV
uniform full lattice, g = g0: R = 1.025000 Mohm
bonds present = 2249
bond conductance range = 4.374e-04 to 9.879e-01 uS
floating nodes removed = 10
unknown potentials = 1591
stored matrix entries = 6027
filled fraction of matrix = 2.38e-03
applied voltage = 10.0 mV
resistance = 279.3228 Mohm
current = 35.8009 pA
current arriving at ground = 35.8009 pA
source power = 0.358009 pW
Joule power = 0.358009 pW
largest node imbalance / current = 3.6e-13
largest relative error over 41 cuts = 3.6e-13
relative power mismatch = 1.6e-13
dangling end sites = 109
bonds giving half the heat = 98 (4.36 % of bonds)
heat share of hottest bond = 1.6701 %
dlnR/dlnr of that bond = 0.016701
largest bond drop = 1.7846 mV
sinh correction at that drop = 0.0199 %
UNCONVERGED CONJUGATE GRADIENTS, 1 uA INJECTED
iterations = 20
source power = 12.702863 uW, Joule = 12.702863 uW
relative power mismatch = 4.6e-11
current arriving at ground = 0.0000 uA
current missing at the other nodes = 1.0000 uA
resistance estimate = 12.7029 Mohm
heat of the error potentials = 266.6199 uW
verified
```
